# Recovering the Preisach density from first-order reversal curves

A model ferroelectric is poled to positive saturation. The field is then lowered to a reversal value $E_r$ and raised again to $E$. Four such histories end at these polarizations, in µC/cm²:

| | $E=58$ kV/cm | $E=62$ kV/cm |
|---|---|---|
| $E_r=-42$ kV/cm | 17.12376 | 19.54276 |
| $E_r=-38$ kV/cm | 19.54276 | 21.26447 |

Between 58 and 62 kV/cm the curve with the deeper reversal gains 2.41900 µC/cm² and the other gains 1.72171 µC/cm². The second gain minus the first is $-0.69729$ µC/cm². Divided by the area of the field square, $4\times4$ (kV/cm)², and multiplied by $-1/2$, it gives 0.02179 µC/cm² per (kV/cm)². The density of switching units put into the model at the centre of that square is 0.02195 in the same unit. Two things need explaining: why this combination of polarizations returns the density, and why it falls short by 0.7 %. The equality of two entries in the table also has a reason.

## One relay

The switching unit, or hysteron, is a relay with output $s=+1$ or $s=-1$. It switches up when the rising field passes $\alpha$ and down when the falling field passes $\beta$, with $\alpha\ge\beta$. Between the thresholds it keeps its state. It responds to the applied field alone, and the speed of the sweep does not matter.

Take a single relay with thresholds $\alpha=a$, $\beta=b$ and polarization $ps$, where $p>0$. Saturation sets $s=+1$. The descent to $E_r$ switches it down if $E_r<b$, and the rise to $E$ switches it back if $E>a$. It therefore ends down when both $b>E_r$ and $a>E$ hold. With the unit step $\Theta$,

$$P(E_r,E)=p\,[\,1-2\,\Theta(b-E_r)\,\Theta(a-E)\,].$$

The 2 is the size of the jump from $+1$ to $-1$. Each step function has a field with a minus sign in its argument, so

$$\frac{\partial}{\partial E_r}\Theta(b-E_r)=-\delta(E_r-b),\qquad \frac{\partial}{\partial E}\Theta(a-E)=-\delta(E-a).$$

The two minus signs cancel and the factor $-2$ remains:

$$\frac{\partial^2P}{\partial E_r\,\partial E}=-2p\,\delta(E_r-b)\,\delta(E-a).$$

Multiplication by $-1/2$ leaves a point of weight $p$ at $\alpha=E=a$, $\beta=E_r=b$. That is the Preisach density of one relay.

The same result follows without delta functions. Choose two reversal fields on either side of $b$ and two final fields on either side of $a$. Of the four histories, the one with the lower $E_r$ and the lower $E$ ends at $-p$; the others end at $+p$. The mixed difference is

$$P(E_r^+,E^+)-P(E_r^+,E^-)-P(E_r^-,E^+)+P(E_r^-,E^-)=p-p-p-p=-2p.$$

If $a$ or $b$ lies outside its pair of fields, the difference is zero. Four histories thus count the relays whose thresholds lie inside a square.

## A continuum of relays

Now let independent relays fill the half-plane $\alpha\ge\beta$ with density $\rho(\alpha,\beta)$:

$$P=\iint_{\alpha\ge\beta}\rho(\alpha,\beta)\,s\,d\alpha\,d\beta,\qquad \iint_{\alpha\ge\beta}\rho\,d\alpha\,d\beta=P_s .$$

The density carries the unit of polarization per field squared, and $P_s$ is the polarization with every relay up. By the single-relay argument, the relays that end down fill the region $\alpha>E$, $E_r<\beta<\alpha$. Each element of this region lowers $P$ by $2\rho\,d\alpha\,d\beta$ relative to saturation, so

$$P(E_r,E)=P_s-2\int_E^\infty d\alpha\int_{E_r}^{\alpha}d\beta\,\rho(\alpha,\beta),\qquad E>E_r .$$

Two limits fix the meaning of this expression. For $E\to\infty$ the outer integral vanishes and $P=P_s$. For $E\to E_r$ the down region becomes all relays with $\beta>E_r$, because $\alpha\ge\beta$ then ensures $\alpha>E_r$. This is the descending branch of the major loop, from which each reversal curve starts.

Differentiate first with respect to $E_r$. It appears only as the lower limit of the inner integral, and a lower limit contributes minus the integrand:

$$\frac{\partial P}{\partial E_r}=-2\int_E^\infty d\alpha\,[-\rho(\alpha,E_r)]=2\int_E^\infty\rho(\alpha,E_r)\,d\alpha .$$

The upper limit $\beta=\alpha$ does not depend on $E_r$ and adds nothing. In the remaining integral $E$ is again a lower limit, hence

$$\frac{\partial^2P}{\partial E\,\partial E_r}=-2\rho(E,E_r),$$

$$\boxed{\rho(\alpha=E,\beta=E_r)=-\frac12\,\frac{\partial^2P(E_r,E)}{\partial E_r\,\partial E}}$$

for $E>E_r$, when $\rho$ is continuous on the half-plane $\alpha\ge\beta$.

The other order of differentiation shows the physical origin of the sign. The slope of a reversal curve is

$$\frac{\partial P}{\partial E}=2\int_{E_r}^{E}\rho(E,\beta)\,d\beta .$$

It counts the relays with up-threshold $E$ that the preceding descent had switched down. A higher $E_r$ leaves fewer of them, so the slope falls as $E_r$ rises, and the mixed derivative is negative wherever $\rho>0$.

The factor depends on the normalization. Relays with outputs 0 and 1 jump by one instead of two, which gives $-1$ in place of $-1/2$. If outputs $\pm1$ are kept but the density is normalized to one, both sides are divided by $P_s$ and the factor becomes $-1/(2P_s)$.

## A density with known values

For the numbers above I chose a density in the half-width $c=(\alpha-\beta)/2$ and the bias $b=(\alpha+\beta)/2$, where $b$ no longer denotes a single threshold. Both are Gaussian: $c$ has mean 50 and standard deviation $\sigma_c=10$ kV/cm; $b$ has mean 6 and standard deviation $\sigma_b=8$ kV/cm. The saturation polarization is 25 µC/cm². Since $\alpha=b+c$ and $\beta=b-c$, the area element is $d\alpha\,d\beta=2\,dc\,db$, and the density must carry a compensating factor 1/2:

$$\rho=\frac{P_s}{4\pi\sigma_c\sigma_b}\exp\left[-\frac{(c-50)^2}{2\sigma_c^2}-\frac{(b-6)^2}{2\sigma_b^2}\right],$$

with fields in kV/cm. The part with $c<0$ lies five standard deviations from the mean and is cut off.

The centre of the opening square is $E_r=-40$, $E=60$ kV/cm, so $c=50$ and $b=10$ kV/cm. The prefactor is $25/(4\pi\cdot10\cdot8)=0.024868$ and the exponent is $-(4/8)^2/2=-0.125$. Their combination gives $\rho=0.021946$ µC/cm² per (kV/cm)².

The polarizations come from relays switched one by one. The threshold plane from $-120$ to 120 kV/cm is divided into cells of side 0.5 kV/cm. Each cell above the diagonal holds one relay at its centre, weighted by the local density times the cell area. This gives 114,960 relays. Each is taken through the field history by its switching rule, and the weighted outputs are summed.

At $E_r=-40$, $E=60$ kV/cm the relay sum is 19.457 µC/cm². The integral formula needs the density integrated over the down region, which adaptive quadrature gives as 2.7718 µC/cm². Then $P=25-2(2.7718)=19.456$ µC/cm². For the first derivative, a central difference between relay sums at $E_r=-41$ and $-39$ kV/cm gives 0.5160 µC/cm² per kV/cm, while quadrature of $2\int_E^\infty\rho(\alpha,E_r)\,d\alpha$ gives 0.5164.

The equal entries in the table follow from a symmetry. The density is unchanged when $c$ is replaced by $100-c$ at fixed $b$. In terms of thresholds this sends $(\alpha,\beta)$ to $(\beta+100,\alpha-100)$. The conditions $\alpha>62$, $\beta>-42$ become $\beta>-38$, $\alpha>58$. The down regions of the two histories therefore carry the same weight, apart from the negligible effect of the cutoff at $c=0$. The equality belongs to this density and holds for squares centred on $c=50$ kV/cm, not for squares in general.

## Finite field steps

Measured curves have finite spacing. Integrating the mixed derivative over a square of side $h$ centred on $(E_r,E)$ turns it into the four-point difference. The estimate

$$\rho_h=-\frac{1}{2h^2}\,[P_{++}-P_{+-}-P_{-+}+P_{--}]$$

is therefore the mean of $\rho$ over the square. The first subscript gives the sign of the shift $h/2$ in $E_r$, the second that in $E$. Let $x$ and $y$ be the displacements of $\alpha$ and $\beta$ from the centre. To second order,

$$\rho(\alpha+x,\beta+y)=\rho+x\rho_\alpha+y\rho_\beta+\tfrac12x^2\rho_{\alpha\alpha}+xy\rho_{\alpha\beta}+\tfrac12y^2\rho_{\beta\beta}.$$

Over the square the means of $x$, $y$ and $xy$ vanish, and those of $x^2$ and $y^2$ are $h^2/12$. Hence

$$\rho_h-\rho=\frac{h^2}{24}(\rho_{\alpha\alpha}+\rho_{\beta\beta})+O(h^4).$$

For the Gaussian density, $\partial_\alpha=(\partial_b+\partial_c)/2$ and $\partial_\beta=(\partial_b-\partial_c)/2$. Squaring and adding removes the cross terms:

$$\rho_{\alpha\alpha}+\rho_{\beta\beta}=\tfrac12(\rho_{cc}+\rho_{bb}).$$

At the chosen point $\rho_{cc}=-\rho/100$ and $\rho_{bb}=\rho\,(4^2/8^4-1/8^2)=-0.01172\rho$. Half their sum is $-0.01086\rho$. For $h=4$ kV/cm the leading error is $(16/24)(-0.01086)\rho=-0.0072\rho$, which accounts for the missing 0.7 %. The square averages over a place where the density curves downward.

The relay sums give

| $h$ (kV/cm) | $\rho_h$ (µC/cm² per (kV/cm)²) |
|---|---|
| 8 | 0.021325 |
| 4 | 0.021790 |
| 2 | 0.021909 |

These sums sample the density at the cell centres, which raises each entry by about $2.5\times10^{-6}$. The exact means over the squares are 0.021323, 0.021788 and 0.021906. For them, halving the step from 8 to 4 kV/cm reduces the error by a factor 3.94, and the factor approaches the 4 of a second-order error as the step shrinks. The tabulated values give 3.99 from 8 to 4 and 4.2 from 4 to 2 kV/cm, because the cell offset does not shrink with $h$. The leading error can be removed by combining two steps:

$$\frac{4\rho_{2}-\rho_{4}}{3}=\frac{4(0.021909)-0.021790}{3}=0.02195 .$$

This agrees with the input density to the digits shown. In SI units, 1 µC/cm² is $10^{-2}$ C/m² and 1 kV/cm is $10^5$ V/m, so the result is $2.195\times10^{-14}$ C/V².

A family of curves with 4 kV/cm spacing between $-120$ and 120 kV/cm gives 1770 complete squares. The largest difference between the recovered density and the input density at a square's centre is 0.81 % of the peak density (0.82 % without the cell offset). The recovered densities, multiplied by the square area and summed, give 25.000 µC/cm², the whole of $P_s$. Squares cut by the diagonal are missing from this sum, but the chosen density is negligible there. For a density that reaches the diagonal the sum would fall short.

## The opposite branch

Now start from negative saturation, raise the field to $E_r$ and lower it to $E<E_r$. The relays that end up have $\alpha<E_r$, so that they switched up, and $\beta<E$, so that they have not switched back:

$$P=-P_s+2\int_{-\infty}^{E_r}d\alpha\int_{-\infty}^{\min(E,\alpha)}d\beta\,\rho(\alpha,\beta).$$

Here $E_r$ is an upper limit. At $\alpha=E_r>E$ the inner limit is $E$, so

$$\frac{\partial P}{\partial E_r}=2\int_{-\infty}^{E}\rho(E_r,\beta)\,d\beta,\qquad \frac{\partial^2P}{\partial E\,\partial E_r}=+2\rho(E_r,E).$$

The factor is now $+1/2$, and the thresholds have exchanged roles: the reversal field is $\alpha$ and the running field is $\beta$. With reversal at 60, final field $-40$ and $h=2$ kV/cm, the relay sums give 0.021909 µC/cm² per (kV/cm)², the same as the rising curves, because the four histories enclose the same relays. Within this model both families must yield one density. If they disagree for a sample by more than the measurement error, this model does not describe it.

## What the mixed derivative does not see

Suppose the polarization also has a reversible part $f(E)$. Its derivative with respect to $E_r$ is zero, so it leaves the result unchanged. Relays with $\alpha=\beta$ behave in this way. As an example, add such relays uniformly from $-120$ to 120 kV/cm, with 0.02 µC/cm² per kV/cm. At 60 kV/cm, 180 kV/cm of the range is up and 60 kV/cm is down, which adds $0.02(180-60)=2.4$ µC/cm². The density estimate for $h=2$ kV/cm stays at 0.021909. The reversible part must be found from another feature of the curves, such as the slope just after reversal, which here is twice the weight, 0.04 µC/cm² per kV/cm, because each relay jumps by 2. In a real film the reversible response can also depend on the domain state, and then it need not drop out of the mixed derivative.

Full saturation can also be relaxed. Let the largest field be $E_m$, applied to an arbitrary initial state. Relays with $\alpha<E_m$ are then up. Those with $\alpha>E_m$ cannot switch up later; the descent may switch some of them down, but the rise to $E<E_m$ leaves them alone. Their contribution is a function $R(E_r)$, and

$$P=R(E_r)+\iint_{\beta\le\alpha<E_m}\rho\,d\alpha\,d\beta-2\int_E^{E_m}d\alpha\int_{E_r}^{\alpha}d\beta\,\rho .$$

Differentiation with respect to $E$ removes the first two terms, and the result holds for $E_r<E<E_m$. With $E_m=80$ kV/cm and random initial relay states, the polarization at the working point changes by $-0.598$ µC/cm², while the estimate for $h=2$ kV/cm is again 0.021909.

## When relays interact

The result fails if the field on a relay depends on the polarization of the others. In a mean-field description the local field is $E+\lambda P$. Let $F(u,v)$ be the reversal-curve function of the independent relays, with local reversal field $u(E_r)$ and local running field $v=E+\lambda P$. Then $P=F(u,v)$. As long as $1-\lambda F_v>0$ and $u$ is differentiable at $E_r$, which excludes a jump or a vertical tangent of the descending branch there,

$$\frac{\partial P}{\partial E}=\frac{F_v}{1-\lambda F_v},\qquad \frac{\partial P}{\partial E_r}=\frac{F_u\,u'}{1-\lambda F_v}.$$

At fixed $E$ the local field $v$ still changes with $E_r$, by $\lambda\,\partial P/\partial E_r$. Differentiating the first expression with respect to $E_r$ and using $F_{uv}=-2\rho(v,u)$ gives

$$-\frac12\frac{\partial^2P}{\partial E_r\,\partial E}=\frac{u'}{(1-\lambda F_v)^2}\left[\rho(v,u)-\frac{\lambda F_{vv}F_u}{2(1-\lambda F_v)}\right].$$

For $\lambda=0$ we have $u'=1$, and the earlier result returns. Otherwise the density is shifted, rescaled and mixed with a term that can have either sign. For $\lambda>0$ a negative value can then appear although every relay has positive weight: with the Gaussian density above and $\lambda=0.3$ kV/cm per µC/cm², the expression is $-0.0026$ µC/cm² per (kV/cm)² at $E_r=-60$, $E=40$ kV/cm.

## Beside a real film

A polarization of 25 µC/cm² and switching fields of tens of kV/cm are of the order found in lead zirconate titanate films. Ferroelectric hafnia films switch at roughly 1 MV/cm, far above the values used here. Real switching also takes time, and the switching fields generally rise with sweep rate. Suppose a faster sweep multiplies every threshold by 1.1 at fixed $P_s$. Conservation of the total weight divides the peak density by $1.1^2=1.21$, from 0.0249 to 0.0206 µC/cm² per (kV/cm)², a fall of 17 %. This estimate omits relays that continue to switch down after the field has turned. The reversal field that just switches such a relay can differ from the field at which it switches in a full sweep, so the mixed derivative can place it at a different $\beta$. A measured density therefore belongs to the sweep rate at which it was taken.

Numerical values quoted here were computed with a short program.
